**Direct ion transmission to the floor centre of a trench**

For a long trench with absorbing walls and straight ion paths, the direct flux at the floor centre relative to an open surface is F = erf[1/(2√2 A s)]. Here A is depth divided by width, and s ≪ 1 is the standard deviation of the in-plane ion angle in radians. The program asserts agreement of this law with forward ray tracing and with integration over solid angle, and it asserts that the error falls as s². It also asserts the off-centre profile, the wide-beam limit, the round-hole formula, the wall-reflection sum, the shift caused by a wall voltage and the image-charge force. For 50 eV ions with a transverse temperature of 0.2 eV and A = 10, the output gives s = 2.56° and F = 0.736. Mirror reflection with 90% survival per bounce raises this to 0.974. In a trench 40 nm wide, attraction by perfect metal walls lowers F to 0.594, compared with 0.729 for the same 0.3 nm wall clearance without the force.

## Numerical check

```python
"""Direct ion transmission to the floor centre of a long trench.

Result under test:  F = erf(1 / (2 sqrt(2) A s))
  A : depth / width of the trench
  s : standard deviation (rad) of the in-plane ion angle, tan(angle) = vx/vz
  F : direct flux at the floor centre / flux on an open horizontal surface
Ions fly straight and are lost at the walls, except where a neglected
effect is being sized.  Energies are in eV and trench lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfinv, zeta

rng = np.random.default_rng(12345)


def centre_fraction(aspect, s):
    return erf(1 / (2 * np.sqrt(2) * aspect * s))


def window_fraction(half, shift, s):
    """Gaussian probability of a slope window of given half-width and centre."""
    return 0.5 * (erf((half - shift) / (np.sqrt(2) * s))
                  + erf((half + shift) / (np.sqrt(2) * s)))


def solid_angle_fraction(aspect, s, hole=False):
    """Integrate a polar-angle Gaussian per solid angle with cosine flux."""
    half = 1 / (2 * aspect)
    edge, top = np.arctan(half), min(np.pi / 2, 12 * s)

    def weight(th):
        return np.exp(-th**2 / (2 * s**2)) * np.cos(th) * np.sin(th)

    def partly_open(th):
        return weight(th) * 2 / np.pi * np.arcsin(min(1.0, half / np.tan(th)))

    opts = dict(epsabs=1e-13, epsrel=1e-9, limit=300)
    passed = quad(weight, 0, min(edge, top), **opts)[0]
    if edge < top and not hole:
        passed += quad(partly_open, edge, top, **opts)[0]
    return passed / quad(weight, 0, top, **opts)[0]


# ---------------- example inputs (round, roughly typical) ----------------
energy, t_perp = 50.0, 0.2            # eV
width, depth = 40.0, 400.0            # nm
aspect = depth / width
half = 1 / (2 * aspect)
s = np.sqrt(t_perp / (2 * energy))
F = centre_fraction(aspect, s)

# ---------------- angular width from a Maxwellian ----------------
mass = 39.95 * const.atomic_mass
vz = np.sqrt(2 * energy * const.e / mass)
vx = np.linspace(-0.5, 0.5, 20001) * vz
maxwell = np.exp(-mass * vx**2 / (2 * t_perp * const.e))
s_maxwell = np.sqrt(np.sum(maxwell * np.arctan(vx / vz)**2) / np.sum(maxwell))
assert abs(s_maxwell / s - 1) < 2 * s**2      # angle versus slope: order s^2

# ---------------- forward ray tracing, centre and off centre ----------------
n_rays = 3_000_000
start = rng.uniform(-3.5 * width, 3.5 * width, n_rays)
slope = np.tan(rng.normal(0, s, n_rays))
landing = start + slope * depth
strip = 0.05 * width
ray_results = []
for offset in (0.0, 0.3, 0.45):
    pick = np.abs(landing - offset * width) < strip
    x0, u = start[pick], slope[pick]
    clear = np.ones(x0.size, dtype=bool)
    for z in np.linspace(0, depth, 6):
        clear &= np.abs(x0 + u * z) <= width / 2 + 1e-9
    found = clear.mean()
    noise = np.sqrt(found * (1 - found) / clear.size)
    law = window_fraction(half, offset / aspect, s)
    # four standard errors plus the curvature of the profile over the strip
    assert abs(found - law) < 4 * noise + 0.0015, (offset, found, law)
    ray_results.append((offset, found, law))
assert abs(ray_results[0][1] - F) < 0.011

# ---------------- solid-angle quadrature and order of the error ----------------
for product in (0.2, 0.5, 1.0, 3.0):
    s_test = 0.02
    a_test = product / s_test
    gap = solid_angle_fraction(a_test, s_test) - centre_fraction(a_test, s_test)
    assert abs(gap) < 0.3 * s_test**2, (product, gap)
gaps = [solid_angle_fraction(0.25 / q, q) - centre_fraction(0.25 / q, q)
        for q in (0.04, 0.02)]
assert 3.8 < gaps[0] / gaps[1] < 4.2          # error falls as s squared

# largest error over all aspect ratios for a Gaussian in-plane angle
s_test = 0.02
worst = 0.0
for a in np.linspace(0.2, 6, 300) * s_test:
    true = quad(lambda q: 2 * np.exp(-q**2 / (2 * s_test**2))
                / (np.sqrt(2 * np.pi) * s_test), 0, np.arctan(a),
                epsabs=1e-12)[0]
    worst = max(worst, abs(centre_fraction(1 / (2 * a), s_test) - true))
worst_coefficient = worst / s_test**2
assert abs(worst_coefficient / (np.sqrt(6 / np.pi) * np.exp(-1.5)) - 1) < 0.01

# ---------------- wide-angle limit, design rule, round hole ----------------
wide = solid_angle_fraction(500, 0.01)
series = (1 - 1 / (24 * 25)) / (np.sqrt(2 * np.pi) * 5)
assert abs(wide / series - 1) < 1e-4
aspect_90 = 1 / (2 * np.sqrt(2) * s * erfinv(0.9))
root_90 = brentq(lambda a: solid_angle_fraction(a, s) - 0.9, 3, 15)
assert abs(root_90 / aspect_90 - 1) < 3e-3    # order s^2
hole = 1 - np.exp(-1 / (8 * aspect**2 * s**2))
assert abs(solid_angle_fraction(aspect, s, hole=True) - hole) < 2 * s**2


# ---------------- specular wall reflection ----------------
def reflected_fraction(survival):
    return sum(survival**abs(n) * window_fraction(half, n / aspect, s)
               for n in range(-12, 13))


n_bounce, n_steps = 1_000_000, 60
x = rng.uniform(-width / 2, width / 2, n_bounce)
dx = rng.normal(0, s, n_bounce) * depth / n_steps
weight = np.ones(n_bounce)
for _ in range(n_steps):
    x += dx
    hit = np.abs(x) > width / 2
    x[hit] = np.sign(x[hit]) * width - x[hit]
    dx[hit] *= -1
    weight[hit] *= 0.5
bounce_mc = weight[np.abs(x) < strip].sum() / (n_bounce * 2 * strip / width)
assert abs(bounce_mc - reflected_fraction(0.5)) < 0.015   # counting noise

# ---------------- forces inside the trench ----------------
image_k = const.e / (16 * np.pi * const.epsilon_0) * 1e9   # eV nm


def image_force(x):
    """Force (eV/nm) on a unit charge between two grounded metal walls."""
    xi = np.clip(x / width + 0.5, 1e-3, 1 - 1e-3)
    return image_k / width**2 * (zeta(2, 1 - xi) - zeta(2, xi))


# explicit image charges: walls at 0 and width, ion at distance d from wall 0
d = 0.2 * width
n = np.arange(-20000, 20001)
plus, minus = d + 2 * n * width, -d + 2 * n * width
for wall in (0.0, width):
    potential = np.sum(1 / np.hypot(wall - plus, 7.0)
                       - 1 / np.hypot(wall - minus, 7.0))
    assert abs(potential) < 1e-5              # truncated sum
others = plus[n != 0]
force_sum = 4 * image_k * (np.sum(np.sign(d - others) / (d - others)**2)
                           - np.sum(np.sign(d - minus) / (d - minus)**2))
assert abs(force_sum / image_force(d - width / 2) - 1) < 1e-3


def traced_fraction(force, clearance):
    """Trace rays back from the floor centre; phase-space density is kept."""
    floor_slope = np.linspace(-0.1, 0.1, 5001)
    step = 1 / 600
    x = np.zeros_like(floor_slope)
    p = floor_slope * depth
    alive = np.ones(x.size, dtype=bool)
    scale = depth**2 / (2 * energy)
    pull = force(x) * scale
    for _ in range(600):
        p = p + 0.5 * step * pull
        x = x + step * p
        pull = force(x) * scale
        p = p + 0.5 * step * pull
        alive &= np.abs(x) < width / 2 - clearance
    density = np.exp(-(p / depth)**2 / (2 * s**2)) / (np.sqrt(2 * np.pi) * s)
    return np.sum(density[alive]) * (floor_slope[1] - floor_slope[0])


wall_voltage = 0.2                            # V between the two walls
charge_shift = wall_voltage * aspect / (4 * energy)
F_charge = window_fraction(half, charge_shift, s)
F_charge_traced = traced_fraction(
    lambda x: np.full_like(x, wall_voltage / width), 0.0)
assert abs(F_charge_traced - F_charge) < 1e-3     # slope-grid spacing
clearance = 0.3                               # nm, ion taken as lost nearer
F_clear = traced_fraction(lambda x: np.zeros_like(x), clearance)
assert abs(F_clear - window_fraction((width / 2 - clearance) / depth, 0, s)) < 1e-3
F_image = traced_fraction(image_force, clearance)

# ---------------- other neglected effects ----------------
tilt_deg = 0.5
F_tilt = window_fraction(half, np.radians(tilt_deg), s)
F_spread = quad(lambda e: centre_fraction(aspect, np.sqrt(t_perp / (2 * e))),
                40, 60)[0] / 20
pressure_mtorr, gas_k, sheath_mm, sigma = 10.0, 300.0, 0.3, 1e-18
gas_density = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_k)
path_mm = 1e3 / (gas_density * sigma)
collided = 1 - np.exp(-sheath_mm / path_mm)

# ---------------- printed numbers ----------------
print(f"Ion energy: {energy:.0f} eV; transverse temperature: {t_perp:.1f} eV")
print(f"Trench width: {width:.0f} nm; depth: {depth:.0f} nm; A = {aspect:.0f}")
print(f"In-plane standard deviation s: {s:.5f} rad = {np.degrees(s):.3f} deg")
print(f"s from Maxwellian average of the angle: {s_maxwell:.5f} rad")
print(f"Acceptance half-slope 1/(2A): {half:.4f}")
print(f"Acceptance half-angle: {np.degrees(np.arctan(half)):.3f} deg")
print(f"Product A s: {aspect * s:.4f}")
print(f"Argument of erf: {1 / (2 * np.sqrt(2) * aspect * s):.4f}")
print(f"F at floor centre, formula: {F:.4f}")
print(f"F at floor centre, solid-angle integral: "
      f"{solid_angle_fraction(aspect, s):.4f}")
print(f"Exposure factor 1/F: {1 / F:.3f}")
print(f"Flux fraction at floor edge: {window_fraction(half, half, s):.4f}")
for offset, found, law in ray_results:
    print(f"x/w = {offset:.2f}: ray tracing {found:.3f}, formula {law:.3f}")
for a in (5, 10, 20, 40):
    print(f"A = {a}: formula {centre_fraction(a, s):.4f}, "
          f"solid-angle integral {solid_angle_fraction(a, s):.4f}")
print(f"Largest error coefficient (error / s^2): {worst_coefficient:.3f}")
print(f"Largest small-angle error at this s: {worst_coefficient * s**2:.1e}")
print(f"A s for F = 0.5: {1 / (2 * np.sqrt(2) * erfinv(0.5)):.4f}")
print(f"Greatest A for F = 0.9: formula {aspect_90:.2f}, integral {root_90:.2f}")
print(f"Wide-angle check, A s = 5: integral {wide:.5f}, series {series:.5f}")
print(f"Round hole, same A: F = {hole:.4f}")
print("Neglected effects, same trench:")
for r in (0.5, 0.9, 1.0):
    print(f"Wall reflection, survival {r:.1f} per bounce: "
          f"F = {reflected_fraction(r):.4f}")
print(f"Bounce simulation, survival 0.5: F = {bounce_mc:.3f}")
for t in (0.1, 0.4):
    print(f"Transverse temperature {t:.1f} eV: "
          f"F = {centre_fraction(aspect, np.sqrt(t / (2 * energy))):.4f}")
print(f"Energy spread uniformly over 40 to 60 eV: F = {F_spread:.4f}")
print(f"Beam tilt {tilt_deg:.1f} deg: F = {F_tilt:.4f}")
print(f"Wall voltage {wall_voltage:.1f} V: slope shift {charge_shift:.4f}, "
      f"F = {F_charge:.4f}")
print(f"Wall voltage, traced trajectories: F = {F_charge_traced:.4f}")
print(f"Loss within {clearance:.1f} nm of wall, no force: F = {F_clear:.4f}")
print(f"Same loss with metal-wall image force: F = {F_image:.4f}")
print(f"Gas: {pressure_mtorr:.0f} mTorr, {gas_k:.0f} K; "
      f"cross-section {sigma:.0e} m2")
print(f"Sheath: {sheath_mm:.1f} mm; ion mean free path: {path_mm:.2f} mm")
print(f"Fraction of ions colliding in sheath: {collided:.3f}")
print(f"F if all collided ions miss the floor centre: {F * (1 - collided):.4f}")
print("success")
```

It prints:

```
Ion energy: 50 eV; transverse temperature: 0.2 eV
Trench width: 40 nm; depth: 400 nm; A = 10
In-plane standard deviation s: 0.04472 rad = 2.562 deg
s from Maxwellian average of the angle: 0.04463 rad
Acceptance half-slope 1/(2A): 0.0500
Acceptance half-angle: 2.862 deg
Product A s: 0.4472
Argument of erf: 0.7906
F at floor centre, formula: 0.7364
F at floor centre, solid-angle integral: 0.7364
Exposure factor 1/F: 1.358
Flux fraction at floor edge: 0.4873
x/w = 0.00: ray tracing 0.735, formula 0.736
x/w = 0.30: ray tracing 0.634, formula 0.636
x/w = 0.45: ray tracing 0.524, formula 0.528
A = 5: formula 0.9747, solid-angle integral 0.9743
A = 10: formula 0.7364, solid-angle integral 0.7364
A = 20: formula 0.4238, solid-angle integral 0.4240
A = 40: formula 0.2201, solid-angle integral 0.2203
Largest error coefficient (error / s^2): 0.308
Largest small-angle error at this s: 6.2e-04
A s for F = 0.5: 0.7413
Greatest A for F = 0.9: formula 6.80, integral 6.79
Wide-angle check, A s = 5: integral 0.07966, series 0.07966
Round hole, same A: F = 0.4647
Neglected effects, same trench:
Wall reflection, survival 0.5 per bounce: F = 0.8680
Wall reflection, survival 0.9 per bounce: F = 0.9736
Wall reflection, survival 1.0 per bounce: F = 1.0000
Bounce simulation, survival 0.5: F = 0.871
Transverse temperature 0.1 eV: F = 0.8862
Transverse temperature 0.4 eV: F = 0.5708
Energy spread uniformly over 40 to 60 eV: F = 0.7346
Beam tilt 0.5 deg: F = 0.7274
Wall voltage 0.2 V: slope shift 0.0100, F = 0.7246
Wall voltage, traced trajectories: F = 0.7246
Loss within 0.3 nm of wall, no force: F = 0.7293
Same loss with metal-wall image force: F = 0.5944
Gas: 10 mTorr, 300 K; cross-section 1e-18 m2
Sheath: 0.3 mm; ion mean free path: 3.11 mm
Fraction of ions colliding in sheath: 0.092
F if all collided ions miss the floor centre: 0.6687
success
```
